# Finding hexagonal layers and stacking faults in silicon by common-neighbour analysis: test program

```python
"""
Result under test: common-neighbour analysis (CNA) of the twelve second
neighbours of each atom separates cubic diamond (12 x 421) from hexagonal
diamond (6 x 421 + 6 x 422), and an intrinsic (111) fault in silicon is
two adjacent hexagonal double layers.
Symbols: a lattice parameter; d1, d2 first and second neighbour distances;
a double layer is two planes with the same stacking letter (0, 1, 2), joined
by bonds along the stacking normal. Lengths are in nm.
Atom types: 1 cubic, 2 hexagonal, 0 unclassified.
"""
from collections import Counter
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
a = 0.543
d1, d2 = np.sqrt(3) * a / 4, a / np.sqrt(2)
spacing = a / np.sqrt(3)
A1 = d2 * np.array([1.0, 0.0, 0.0])
A2 = d2 * np.array([0.5, np.sqrt(3) / 2, 0.0])
KAPPA = (1 + np.sqrt(2)) / 2
norm = np.linalg.norm


def build(letters, n):
    """Periodic crystal with n x n surface cells and given double layers."""
    grid = np.array([i * A1 + j * A2 for i in range(n) for j in range(n)])
    planes = []
    for layer, letter in enumerate(letters):
        for height in (layer * spacing, layer * spacing + d1):
            planes.append(grid + letter * (A1 + A2) / 3 + [0, 0, height])
    cell = np.array([n * A1, n * A2, [0, 0, len(letters) * spacing]])
    return np.vstack(planes), cell


def pair_vectors(pos, cell):
    frac = (pos[None, :] - pos[:, None]) @ np.linalg.inv(cell)
    vec = (frac - np.round(frac)) @ cell
    dist = norm(vec, axis=2)
    np.fill_diagonal(dist, np.inf)
    return vec, dist


def shells(pos, cell):
    """Four nearest neighbours and the twelve neighbours of neighbours."""
    vec, dist = pair_vectors(pos, cell)
    idx = np.argsort(dist, axis=1)[:, :4]
    bond = np.take_along_axis(vec, idx[:, :, None], axis=1)
    two_steps = bond[:, :, None, :] + bond[idx]
    back = idx[idx] == np.arange(len(pos))[:, None, None]
    mutual = np.all(back.sum(axis=2) == 1, axis=1)
    second = np.zeros((len(pos), 12, 3))
    second[mutual] = two_steps[mutual][~back[mutual]].reshape(-1, 12, 3)
    return idx, bond, second


def cna(second):
    """Types, and a mask of the neighbours with signature 422."""
    cut = KAPPA * norm(second, axis=2).mean(axis=1)
    gap = norm(second[:, :, None] - second[:, None, :], axis=3)
    adj = ((gap < cut[:, None, None]) & ~np.eye(12, dtype=bool)).astype(int)
    inner = adj * (adj @ adj)
    four_two = (adj.sum(axis=2) == 4) & (inner.sum(axis=2) == 4)
    s421 = four_two & (inner.max(axis=2) == 1)
    s422 = four_two & (inner.max(axis=2) == 2)
    kind = np.zeros(len(second), dtype=int)
    kind[s421.sum(axis=1) == 12] = 1
    kind[(s421.sum(axis=1) == 6) & (s422.sum(axis=1) == 6)] = 2
    return kind, s422


def classify(pos, cell):
    return cna(shells(pos, cell)[2])[0]


def trail(edges, at):
    """Longest continuous chain of bonds starting at one vertex."""
    best = 0
    for edge in edges:
        if at in edge:
            other = next(iter(edge - {at}))
            best = max(best, 1 + trail(edges - {edge}, other))
    return best


def explicit_signatures(twelve):
    """CNA signatures by explicit enumeration with a fixed cutoff."""
    def near(p, q):
        return norm(twelve[p] - twelve[q]) < 1.1 * d2
    found = Counter()
    for j in range(12):
        common = [k for k in range(12) if k != j and near(j, k)]
        edges = frozenset(frozenset(p) for p in combinations(common, 2)
                          if near(*p))
        chain = max(trail(edges, k) for k in common)
        found[(len(common), len(edges), chain)] += 1
    return found


def eclipsed_bonds(idx, bond):
    """Number of eclipsed bonds of each atom, from dihedral geometry."""
    count = np.zeros(len(idx), dtype=int)
    for i in range(len(idx)):
        for m in range(4):
            axis = bond[i, m] / norm(bond[i, m])
            sides = []
            for vectors in (bond[i], bond[idx[i, m]]):
                flat = vectors - np.outer(vectors @ axis, axis)
                flat = flat[norm(flat, axis=1) > 0.1 * d1]
                sides.append(flat / norm(flat, axis=1)[:, None])
            count[i] += np.max(sides[0] @ sides[1].T) > 0.9
    return count


def recover(pos, cell):
    """Normal, heights of hexagonal double layers, relative separations."""
    _, bond, second = shells(pos, cell)
    kind, s422 = cna(second)
    hexa = kind == 2
    flat = second[hexa][s422[hexa]]
    normal = np.linalg.eigh(flat.T @ flat)[1][:, 0]
    along = bond[hexa] @ normal
    pick = np.argmax(np.abs(along), axis=1)
    middle = pos[hexa] @ normal + along[np.arange(len(pick)), pick] / 2
    middle.sort()
    unit = 4 / 3 * norm(bond, axis=2).mean()
    groups = np.split(middle, np.where(np.diff(middle) > unit / 2)[0] + 1)
    heights = np.array([g.mean() for g in groups])
    return normal, heights, np.diff(heights) / unit, int(hexa.sum())


def pattern(kind, layers):
    rows = kind.reshape(layers, -1)
    assert np.all(rows == rows[:, :1])
    return "".join("?ch"[k] for k in rows[:, 0])


# Random stackings: CNA against stacking letters and against dihedrals.
n_random = 0
while n_random < 6:
    steps = rng.choice([1, 2], size=14)
    if steps.sum() % 3:
        continue
    n_random += 1
    letters = np.concatenate([[0], np.cumsum(steps)[:-1]]) % 3
    pos, cell = build(letters, 3)
    idx, bond, second = shells(pos, cell)
    kind = cna(second)[0]
    same = np.roll(letters, 1) == np.roll(letters, -1)
    assert np.array_equal(kind, np.repeat(np.where(same, 2, 1), 18))
    assert np.array_equal(eclipsed_bonds(idx, bond), (kind == 2).astype(int))

# Intrinsic fault by removal of one double layer.
n = 6
perfect = [k % 3 for k in range(12)]
fault_letters = perfect[:6] + perfect[7:]
pos, cell = build(fault_letters, n)
idx, bond, second = shells(pos, cell)
ideal, s422 = cna(second)
intrinsic = pattern(ideal, 11)
assert intrinsic == "ccccchhcccc"
cosines = np.einsum("imx,ikx->imk", bond, bond) / d1**2
assert np.allclose(cosines, np.where(np.eye(4) > 0, 1, -1 / 3), atol=1e-9)
i_cub, i_hex = np.where(ideal == 1)[0][0], np.where(ideal == 2)[0][0]
sig_cub = explicit_signatures(second[i_cub])
sig_hex = explicit_signatures(second[i_hex])
assert sig_cub == {(4, 2, 1): 12}
assert sig_hex == {(4, 2, 1): 6, (4, 2, 2): 6}
assert np.allclose(second[ideal == 2][s422[ideal == 2]][:, 2], 0, atol=1e-9)

# The same fault by a partial shear on a narrowly spaced plane.
burgers = (A1 + A2) / 3
sheared, sheared_cell = build(perfect, 4)
sheared[sheared[:, 2] > 5.9 * spacing] += burgers
sheared_cell[2] += burgers
shear_pattern = pattern(classify(sheared, sheared_cell), 12)
assert shear_pattern == "ccccchhccccc"

# Extrinsic fault and a pair of twin boundaries.
ext_letters = perfect[:6] + [1] + perfect[6:]
ext_pos, ext_cell = build(ext_letters, n)
extrinsic = pattern(classify(ext_pos, ext_cell), 13)
assert extrinsic == "ccccchchccccc"
twin_letters = [0, 1, 2, 0, 1, 2, 0, 2, 1, 0, 2, 1]
twin = pattern(classify(*build(twin_letters, 4)), 12)
assert twin == "hccccchccccc"

# Recovery in a rotated frame.
turn = Rotation.from_rotvec([0.7, -0.4, 1.1]).as_matrix()
normal, heights, sep, n_hex = recover(pos @ turn.T, cell @ turn.T)
assert abs(abs(normal @ turn[:, 2]) - 1) < 1e-9
assert len(heights) == 2 and abs(sep[0] - 1) < 1e-9
_, _, ext_sep, ext_hex = recover(ext_pos @ turn.T, ext_cell @ turn.T)
assert len(ext_sep) == 1 and abs(ext_sep[0] - 2) < 1e-9 and ext_hex == n_hex
plane_heights = np.unique(np.round(pos[ideal == 2][:, 2], 8))
plane_gaps = np.diff(plane_heights)
assert np.allclose(plane_gaps, [d1, d1 / 3, d1], atol=1e-7)
surface_cell = np.sqrt(3) * a**2 / 4
area = n_hex * surface_cell / 4
true_area = norm(np.cross(cell[0], cell[1]))
assert abs(area / true_area - 1) < 1e-12

# Third-neighbour distances with and without a fault.
all_vec, all_dist = pair_vectors(pos, cell)
third_fault = all_dist[all_dist > 1.001 * d2].min()
cubic_dist = pair_vectors(*build(perfect, 4))[1]
third_cubic = cubic_dist[cubic_dist > 1.001 * d2].min()
assert abs(third_fault - 5 * d1 / 3) < 1e-9
assert abs(third_cubic - np.sqrt(11) * a / 4) < 1e-9

# Sufficient displacement bound: random and deliberately adverse tests.
u_safe = d2 * (np.sqrt(2) - 1) / (2 * (3 + np.sqrt(2)))
u_first = (d2 - d1) / 4
assert u_safe < u_first
for _ in range(4):
    kick = rng.normal(size=pos.shape)
    kick *= 0.999 * u_safe / norm(kick, axis=1)[:, None]
    assert np.array_equal(classify(pos + kick, cell), ideal)


def adverse_failure(twelve, wanted):
    sizes = np.arange(0, 0.06, 0.0005)
    worst = np.inf
    for j, k in combinations(range(12), 2):
        line = twelve[j] - twelve[k]
        if norm(line) > 1.5 * d2:
            continue
        sign = 1 if norm(line) < 1.2 * d2 else -1
        move = -sign * twelve / d2
        move[j] = sign * line / norm(line)
        move[k] = -move[j]
        kinds = cna(twelve + sizes[:, None, None] * move)[0]
        wrong = sizes[kinds != wanted]
        if len(wrong):
            worst = min(worst, wrong[0])
    return worst


u_fail = min(adverse_failure(second[i_cub], 1),
             adverse_failure(second[i_hex], 2))
assert u_safe < u_fail < 2 * u_safe

# Biaxial strain in the fault plane with contraction along the normal.
strain_in, strain_out = 0.04, -0.03
stretch = np.diag([1 + strain_in, 1 + strain_in, 1 + strain_out])
assert np.array_equal(classify(pos @ stretch, cell @ stretch), ideal)

# Thermal displacement per Cartesian component from a Debye spectrum.
debye_T, mass_u = 540.0, 28.085
mass = mass_u * const.atomic_mass
w_debye = const.k * debye_T / const.hbar


def thermal_sigma(temp):
    def integrand(x):
        return x / np.tanh(const.hbar * w_debye * x / (2 * const.k * temp))
    integral = quad(integrand, 1e-9, 1)[0]
    return 1e9 * np.sqrt(3 * const.hbar * integral / (2 * mass * w_debye))


hot = 20 * debye_T
classical = 1e9 * np.sqrt(3 * const.k * hot / mass) / w_debye
assert abs(thermal_sigma(hot) / classical - 1) < 1e-3


def thermal_trial(temp, samples):
    """Lost fraction, cubic-hexagonal confusions, loss by distance choice."""
    lost = confused = by_distance = 0
    for _ in range(samples):
        moved = pos + rng.normal(scale=thermal_sigma(temp), size=pos.shape)
        kind = classify(moved, cell)
        lost += np.mean(kind == 0) / samples
        confused += int(np.sum((kind != ideal) & (kind > 0)))
        vec, dist = pair_vectors(moved, cell)
        order = np.argsort(dist, axis=1)[:, 4:16]
        chosen = np.take_along_axis(vec, order[:, :, None], axis=1)
        wrong = cna(chosen)[0][ideal == 2] != 2
        by_distance += np.mean(wrong) / samples
        found = recover(moved, cell)[2]
        assert len(found) == 1 and round(found[0]) == 1
    return lost, confused, by_distance


order = np.argsort(all_dist, axis=1)[:, 4:16]
still = np.take_along_axis(all_vec, order[:, :, None], axis=1)
assert np.array_equal(cna(still)[0], ideal)
cold = thermal_trial(300.0, 5)
warm = thermal_trial(1200.0, 10)
assert cold[0] == 0 and cold[1] == 0 and cold[2] > 0.3
assert warm[0] < 0.02 and warm[1] == 0

# Width of a real fault ribbon: screw dislocation along A1, two partials.
shear_GPa, poisson, gamma = 65.0, 0.22, 0.06
b_one, b_two = (A1 + A2) / 3, (2 * A1 - A2) / 3
assert np.allclose(b_one + b_two, A1)
b_partial = norm(b_one)


def ribbon_width(modulus_GPa):
    b2 = (b_partial * 1e-9)**2
    top = modulus_GPa * 1e9 * b2 * (2 - 3 * poisson)
    return 1e9 * top / (8 * np.pi * gamma * (1 - poisson))


def ribbon_energy(width):
    """Energy per length in nN, with width in nm and moduli in GPa = nN/nm2."""
    product = b_one[0] * b_two[0] + b_one[1] * b_two[1] / (1 - poisson)
    return -shear_GPa * product / (2 * np.pi) * np.log(width) + gamma * width


best = minimize_scalar(ribbon_energy, bounds=(0.5, 30), method="bounded",
                       options={"xatol": 1e-8})
width = ribbon_width(shear_GPa)
assert abs(best.x / width - 1) < 1e-4
soft, stiff = 51.0, 80.0

print(f"lattice parameter a = {a:.3f} nm")
print(f"first neighbour distance d1 = {d1:.4f} nm")
print(f"second neighbour distance d2 = {d2:.4f} nm")
print(f"double-layer spacing = {spacing:.4f} nm")
print(f"CNA cutoff / mean second distance = {KAPPA:.4f}")
print(f"CNA cutoff in ideal silicon = {KAPPA * d2:.4f} nm")
print("cubic signatures:", dict(sig_cub))
print("hexagonal signatures:", dict(sig_hex))
print(f"random stackings tested = {n_random}")
print("stacking letters with one layer removed:",
      "".join("ABC"[k] for k in fault_letters))
print("intrinsic fault by removal:", intrinsic)
print("intrinsic fault by shear:", shear_pattern)
print("extrinsic fault:", extrinsic)
print("two twin boundaries in periodic cell:", twin)
print(f"atoms in example = {len(pos)}")
print(f"hexagonal atoms in example = {n_hex}")
print(f"hexagonal atoms in extrinsic example = {ext_hex}")
print("recovered normal in rotated frame =", np.round(normal, 4))
print(f"intrinsic layer separation = {sep[0]:.3f} spacings")
print(f"extrinsic layer separation = {ext_sep[0]:.3f} spacings")
print("gaps between the four hexagonal planes =",
      np.round(plane_gaps, 4), "nm")
print(f"surface cell area = {surface_cell:.4f} nm2")
print(f"fault area from atom count = {area:.4f} nm2")
print(f"fault area from cell vectors = {true_area:.4f} nm2")
print(f"third distance near fault = {third_fault:.4f} nm")
print(f"third distance near fault / d2 = {third_fault / d2:.4f}")
print(f"third distance in cubic crystal = {third_cubic:.4f} nm")
print(f"safe displacement, CNA condition = {u_safe:.4f} nm")
print(f"safe displacement, first-shell condition = {u_first:.4f} nm")
print(f"smallest adverse displacement that failed = {u_fail:.4f} nm")
print(f"strain tested in plane = {100 * strain_in:.1f} %")
print(f"strain tested along normal = {100 * strain_out:.1f} %")
print(f"rough Debye temperature = {debye_T:.0f} K")
print(f"atomic mass = {mass_u:.3f} u")
for temp, result, runs in ((300, cold, 5), (1200, warm, 10)):
    print(f"{temp} K: rms displacement per axis = "
          f"{thermal_sigma(temp):.5f} nm, samples = {runs}")
    print(f"{temp} K: unclassified atoms = {100 * result[0]:.3f} %")
    print(f"{temp} K: cubic-hexagonal confusions = {result[1]}")
    print(f"{temp} K: hexagonal atoms lost if twelve chosen by distance"
          f" = {100 * result[2]:.1f} %")
print(f"partial Burgers vector = {b_partial:.4f} nm")
print(f"rough shear modulus = {shear_GPa:.0f} GPa, "
      f"Poisson ratio = {poisson:.2f}")
print(f"rough fault energy = {1000 * gamma:.0f} mJ/m2")
print(f"ribbon width, formula = {width:.3f} nm")
print(f"ribbon width, energy minimum = {best.x:.3f} nm")
print(f"ribbon width for {soft:.0f} and {stiff:.0f} GPa = "
      f"{ribbon_width(soft):.2f} and {ribbon_width(stiff):.2f} nm")
print(f"hexagonal atoms per nm of dislocation = "
      f"{4 * width / surface_cell:.0f} per nm")
print("all assertions hold")
```

It prints:

```
lattice parameter a = 0.543 nm
first neighbour distance d1 = 0.2351 nm
second neighbour distance d2 = 0.3840 nm
double-layer spacing = 0.3135 nm
CNA cutoff / mean second distance = 1.2071
CNA cutoff in ideal silicon = 0.4635 nm
cubic signatures: {(4, 2, 1): 12}
hexagonal signatures: {(4, 2, 1): 6, (4, 2, 2): 6}
random stackings tested = 6
stacking letters with one layer removed: ABCABCBCABC
intrinsic fault by removal: ccccchhcccc
intrinsic fault by shear: ccccchhccccc
extrinsic fault: ccccchchccccc
two twin boundaries in periodic cell: hccccchccccc
atoms in example = 792
hexagonal atoms in example = 144
hexagonal atoms in extrinsic example = 144
recovered normal in rotated frame = [-0.0419  0.6903 -0.7224]
intrinsic layer separation = 1.000 spacings
extrinsic layer separation = 2.000 spacings
gaps between the four hexagonal planes = [0.2351 0.0784 0.2351] nm
surface cell area = 0.1277 nm2
fault area from atom count = 4.5962 nm2
fault area from cell vectors = 4.5962 nm2
third distance near fault = 0.3919 nm
third distance near fault / d2 = 1.0206
third distance in cubic crystal = 0.4502 nm
safe displacement, CNA condition = 0.0180 nm
safe displacement, first-shell condition = 0.0372 nm
smallest adverse displacement that failed = 0.0275 nm
strain tested in plane = 4.0 %
strain tested along normal = -3.0 %
rough Debye temperature = 540 K
atomic mass = 28.085 u
300 K: rms displacement per axis = 0.00761 nm, samples = 5
300 K: unclassified atoms = 0.000 %
300 K: cubic-hexagonal confusions = 0
300 K: hexagonal atoms lost if twelve chosen by distance = 36.7 %
1200 K: rms displacement per axis = 0.01464 nm, samples = 10
1200 K: unclassified atoms = 0.164 %
1200 K: cubic-hexagonal confusions = 0
1200 K: hexagonal atoms lost if twelve chosen by distance = 69.2 %
partial Burgers vector = 0.2217 nm
rough shear modulus = 65 GPa, Poisson ratio = 0.22
rough fault energy = 60 mJ/m2
ribbon width, formula = 3.639 nm
ribbon width, energy minimum = 3.639 nm
ribbon width for 51 and 80 GPa = 2.86 and 4.48 nm
hexagonal atoms per nm of dislocation = 114 per nm
all assertions hold
```
